# Can more ion histories remove every error in an implantation simulation?: verification in Python

```python
"""Result under test: N histories from a wrong model have mean square error
sigma^2/N + b^2; the bias b from a stopping table or surface rule stays.
Model: boron in amorphous silicon, stopping S(E) = SN + k*sqrt(E), eV/nm.
Angular momentum-loss rate kappa(E) = (M2/(2*M1))*SN/E, 1/nm.
v = sqrt(E), w = v/(SN+k*v); z is depth, mu its direction cosine.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp, simpson
from scipy.stats import norm

E0, EC = 10000.0, 10.0
SN, K_RIGHT = 90.0, 0.65
K_WEAK = 0.90 * K_RIGHT
M1, M2, Z1, Z2 = 11.0, 28.1, 5, 14
DENSITY = 50.0
G = 0.8
COUNT = 200000
MASS_RATIO = M2 / M1
GAMMA = 4 * M1 * M2 / (M1 + M2)**2
V0, VC = np.sqrt(E0), np.sqrt(EC)


def path_length(v, k):
    return 2 / k * (v - SN / k * np.log1p(k * v / SN))


def w_of_v(v, k):
    return v / (SN + k * v)


def stopping(energy, k=K_RIGHT):
    return SN + k * np.sqrt(energy)


def kappa(energy):
    return MASS_RATIO * SN / (2 * energy)


def range_ode(stop, rate, energies=None):
    """Mean projected range from S r' + kappa r = 1, r(EC) = 0."""
    sol = solve_ivp(lambda e, r: (1 - rate(e) * r) / stop(e), (EC, E0), [0.0],
                    method="LSODA", rtol=1e-10, atol=1e-11, t_eval=energies)
    assert sol.success
    return sol.y[0] if energies is not None else sol.y[0, -1]


def range_integral(k):
    w0 = w_of_v(V0, k)
    return quad(lambda v: 2 * v / (SN + k * v)
                * (w_of_v(v, k) / w0)**MASS_RATIO, VC, V0, epsabs=1e-10)[0]


def histories(count, k, rng):
    """Final depths without a surface, and whether z < 0 was ever reached."""
    z = np.zeros(count)
    crossed = np.zeros(count, dtype=bool)
    active = np.arange(count)
    mu = np.ones(count)
    w = np.full(count, w_of_v(V0, k))
    left = np.full(count, path_length(V0, k))
    w_stop = w_of_v(VC, k)
    while active.size:
        w_new = w * rng.random(active.size)**((1 - G) / MASS_RATIO)
        w_new = np.maximum(w_new, w_stop)
        left_new = path_length(SN * w_new / (1 - k * w_new), k)
        position = z[active] + mu * (left - left_new)
        z[active] = position
        crossed[active] |= position < 0
        alive = w_new > w_stop
        active, w, left, mu = (active[alive], w_new[alive],
                               left_new[alive], mu[alive])
        u = rng.random(active.size)
        cosine = (1 + G**2 - ((1 - G**2) / (1 - G + 2 * G * u))**2) / (2 * G)
        sines = np.sqrt(np.maximum(0, (1 - mu**2) * (1 - cosine**2)))
        mu = mu * cosine + sines * np.cos(2 * np.pi * rng.random(active.size))
        mu = np.clip(mu, -1, 1)
    return z, crossed


def run(k, seed):
    rng = np.random.default_rng(seed)
    parts = [histories(COUNT // 10, k, rng) for _ in range(10)]
    return [np.concatenate(columns) for columns in zip(*parts)]


def half_space(k, steps, orders, g, reflect):
    """Retained fraction and mean depth from backward transport on a grid."""
    mu, weight = np.polynomial.legendre.leggauss(orders)
    order = np.arange(orders)
    leg = np.polynomial.legendre.legvander(mu, orders - 1)
    synth, project = leg * (order + 0.5), (leg * weight[:, None]).T
    v_grid = np.linspace(VC, V0, 20001)
    x_grid = path_length(v_grid, k) - path_length(VC, k)
    x = np.linspace(0, x_grid[-1], steps + 1)
    v = np.interp(x, x_grid, v_grid)
    collisions = MASS_RATIO / (1 - g) * np.diff(np.log(w_of_v(v, k)))
    field = np.ones((orders, 2, steps + 2))
    field[:, 1] = x[1] * np.arange(steps + 2)
    shift = np.abs(mu)[:, None, None]
    h = orders // 2
    for number in collisions:
        matrix = (synth * np.exp(-number * (1 - g**order))) @ project
        field = (matrix @ field.reshape(orders, -1)).reshape(field.shape)
        new = (1 - shift) * field
        new[h:, :, :-1] += shift[h:] * field[h:, :, 1:]
        new[h:, :, -1] += shift[h:, :, 0] * field[h:, :, -1]
        new[:h, :, 1:] += shift[:h] * field[:h, :, :-1]
        if reflect:
            new[:h, :, 0] += shift[:h, :, 0] * field[::-1][:h, :, 1]
        else:
            new[:h, :, 0] = 0
        field = new
    # quadratic extrapolation in mu to the normal beam, mu = 1
    fraction, moment = np.polyfit(mu[-3:], field[-3:, :, 0], 2).sum(axis=0)
    return np.array([fraction, moment / fraction])


def grid_answer(k, g=G, reflect=False, orders=40):
    """Extrapolate first-order mesh error; return value and error allowance."""
    coarse = half_space(k, 300, orders, g, reflect)
    fine = half_space(k, 600, orders, g, reflect)
    fewer = half_space(k, 300, orders // 2, g, reflect)
    return 2 * fine - coarse, abs(fine - coarse) + abs(coarse - fewer)


# Closed path and direction-memory formulas against their definitions
for k in (K_RIGHT, K_WEAK):
    direct = quad(lambda e: 1 / stopping(e, k), EC, E0)[0]
    assert abs(direct - path_length(V0, k) + path_length(VC, k)) < 1e-6
    direct = quad(lambda q: np.exp(q) * kappa(np.exp(q))
                  / stopping(np.exp(q), k), np.log(EC), np.log(E0))[0]
    closed = MASS_RATIO * np.log(w_of_v(V0, k) / w_of_v(VC, k))
    assert abs(direct - closed) < 1e-8


def one_minus_cos(t):
    """Laboratory deflection for energy transfer T = t*GAMMA*E."""
    c = 1 - 2 * t
    return 1 - (1 + MASS_RATIO * c) / np.sqrt(
        1 + 2 * MASS_RATIO * c + MASS_RATIO**2)


small = one_minus_cos(1e-5) / (MASS_RATIO / 2 * GAMMA * 1e-5)
assert abs(small - 1) < 1e-3
# inverse-square potential: transfers distributed as t^(-3/2), with t = x^2
angle_ratio = quad(lambda x: 2 * one_minus_cos(x * x) / x**2, 1e-5, 1)[0] / (
    MASS_RATIO * GAMMA)

# Mean range by two deterministic roads, and bias of the weak table
rp = range_integral(K_RIGHT)
rp_weak = range_integral(K_WEAK)
assert abs(rp - range_ode(stopping, kappa)) < 1e-5
assert abs(rp_weak - range_ode(lambda e: stopping(e, K_WEAK), kappa)) < 1e-5
bias = rp_weak - rp

energy = np.geomspace(EC, E0, 4001)
energy[0], energy[-1] = EC, E0
r = range_ode(stopping, kappa, energy)
memory = (w_of_v(np.sqrt(energy), K_RIGHT) / w_of_v(V0, K_RIGHT))**MASS_RATIO
sensitivity = -memory * (1 - kappa(energy) * r) / stopping(energy)**2


def table_error(e):
    return K_RIGHT * np.sqrt(e) * np.exp(-e / 2000)


eta = 0.01
difference = (range_ode(lambda e: stopping(e) + eta * table_error(e), kappa)
              - range_ode(lambda e: stopping(e) - eta * table_error(e), kappa)
              ) / (2 * eta)
predicted = simpson(sensitivity * table_error(energy), x=energy)
assert abs(difference / predicted - 1) < 1e-3
bias_linear = simpson(sensitivity * (K_WEAK - K_RIGHT) * np.sqrt(energy),
                      x=energy)

# Histories against deterministic answers, for both tables and surface rules
grid, grid_err = grid_answer(K_RIGHT)
grid_weak, grid_weak_err = grid_answer(K_WEAK)
mirror, mirror_err = grid_answer(K_RIGHT, reflect=True)
z, crossed = run(K_RIGHT, 12)
z_weak, crossed_weak = run(K_WEAK, 34)


def standard_error(x):
    return x.std(ddof=1) / np.sqrt(x.size)


for depth, hit, expected, answer, allowance in (
        (z, crossed, rp, grid, grid_err),
        (z_weak, crossed_weak, rp_weak, grid_weak, grid_weak_err)):
    assert abs(depth.mean() - expected) < 4 * standard_error(depth)
    kept = ~hit
    assert abs(kept.mean() - answer[0]) < (
        4 * standard_error(kept.astype(float)) + allowance[0])
    assert abs(depth[kept].mean() - answer[1]) < (
        4 * standard_error(depth[kept]) + allowance[1])
assert abs(np.abs(z).mean() - mirror[1]) < (
    4 * standard_error(np.abs(z)) + mirror_err[1])
assert abs(mirror[0] - 1) < 1e-8
surface_bias = rp - grid[1]
mirror_bias = mirror[1] - grid[1]
both_bias = rp_weak - grid[1]
assert abs(bias) > 10 * standard_error(z_weak)
assert abs(surface_bias) > 10 * standard_error(z) + grid_err[1]

# Measured batch errors and interval coverage against the bias law
sigma = z_weak.std(ddof=1)
batch_rows = []
for size in (100, 1000, 10000):
    batches = z_weak.reshape(-1, size)
    number = len(batches)
    error = batches.mean(axis=1) - rp
    mse = np.mean(error**2)
    noise = sigma**2 / size
    law = noise + bias**2
    spread = np.sqrt((2 * noise**2 + 4 * bias**2 * noise) / number)
    assert abs(mse - law) < 4 * spread
    half_width = 1.96 * batches.std(axis=1, ddof=1) / np.sqrt(size)
    coverage = np.mean(abs(error) < half_width)
    offset = bias / np.sqrt(noise)
    cover_law = norm.cdf(1.96 - offset) - norm.cdf(-1.96 - offset)
    allowed = 4 * np.sqrt((cover_law * (1 - cover_law) + 1 / number) / number)
    assert abs(coverage - cover_law) < allowed + 0.01
    batch_rows.append((size, np.sqrt(mse), np.sqrt(law), coverage, cover_law))

# Sizes of neglected effects
a0 = const.physical_constants["Bohr radius"][0] * 1e9
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9
charge_sum = Z1**(2 / 3) + Z2**(2 / 3)
speed_1ev = np.sqrt(2 * const.e / (M1 * const.atomic_mass)) / (
    const.alpha * const.c)
k_ls = (DENSITY * 8 * np.pi * e2 * a0 * Z1**(7 / 6) * Z2
        / charge_sum**1.5 * speed_1ev)


def nuclear_zbl(e):
    a = 0.8854 * a0 / (Z1**0.23 + Z2**0.23)
    eps = a * M2 * e / (Z1 * Z2 * e2 * (M1 + M2))
    reduced = np.log(1 + 1.1383 * eps) / (
        2 * (eps + 0.01321 * eps**0.21226 + 0.19593 * np.sqrt(eps)))
    return DENSITY * 4 * np.pi * a * Z1 * Z2 * e2 * M1 / (M1 + M2) * reduced


rp_zbl = range_ode(lambda e: nuclear_zbl(e) + K_RIGHT * np.sqrt(e),
                   lambda e: MASS_RATIO * nuclear_zbl(e) / (2 * e))
transfer = quad(lambda x: 2 * x**2, 0, 1)[0] / quad(lambda x: 2.0, 0, 1)[0]
straggling = np.sqrt(quad(lambda e: SN * transfer * GAMMA * e
                          / stopping(e)**3, EC, E0)[0])
broad, _ = grid_answer(K_RIGHT, g=0.5)
narrow, _ = grid_answer(K_RIGHT, g=0.9, orders=64)
row = 0.543
psi1 = np.sqrt(2 * Z1 * Z2 * e2 / (E0 * row))
screen = 0.8853 * a0 / np.sqrt(charge_sum)
assert psi1 > screen / row
psi2 = np.degrees(np.sqrt(np.sqrt(3) * screen * psi1 / (np.sqrt(2) * row)))

print(f"Initial energy {E0:.0f} eV; cutoff {EC:.0f} eV")
print(f"Nuclear stopping {SN:.1f} eV/nm; mass ratio M2/M1 {MASS_RATIO:.4f}")
print(f"k right {K_RIGHT:.3f}, weak {K_WEAK:.3f} eV^(1/2)/nm")
print(f"Electronic stopping at start, right {K_RIGHT*V0:.2f} eV/nm")
print(f"Electronic stopping at start, weak {K_WEAK*V0:.2f} eV/nm")
print(f"Mean cosine per collision g {G:.2f}; histories per table {COUNT}")
print(f"Momentum-loss mean free path at start {1/kappa(E0):.2f} nm")
total_path = path_length(V0, K_RIGHT) - path_length(VC, K_RIGHT)
print(f"Total path, right table {total_path:.3f} nm")
print(f"No-surface mean depth, right table, integral {rp:.4f} nm")
print(f"  same from histories {z.mean():.3f} +/- {standard_error(z):.3f} nm")
print(f"No-surface mean depth, weak table, integral {rp_weak:.4f} nm")
print(f"  same from histories {z_weak.mean():.3f} +/- "
      f"{standard_error(z_weak):.3f} nm")
print(f"Stopping-table bias b {bias:.4f} nm = {100*bias/rp:.2f} %")
print(f"  first-order prediction of b {bias_linear:.4f} nm")
print(f"One-history spread, weak table {sigma:.3f} nm")
print(f"Crossover N* = sigma^2/b^2 {sigma**2/bias**2:.0f} histories")
for size, rms, law, cover, cover_law in batch_rows:
    print(f"N={size}: RMS error {rms:.3f} nm, law {law:.3f} nm")
    print(f"  95% interval coverage {cover:.3f}, law {cover_law:.3f}")
print(f"Escape surface, right table: retained fraction {grid[0]:.4f}")
print(f"  histories {np.mean(~crossed):.4f} +/- "
      f"{standard_error((~crossed).astype(float)):.4f}")
print(f"  grid error allowance {grid_err[0]:.4f}")
print(f"  mean retained depth {grid[1]:.3f} nm, grid allowance "
      f"{grid_err[1]:.3f} nm")
print(f"  mean retained depth from histories {z[~crossed].mean():.3f} nm")
print(f"Retained from 1e15 cm^-2 dose {1e15*grid[0]:.3e} cm^-2")
print(f"Escape surface, weak table: retained fraction {grid_weak[0]:.4f}")
print(f"  mean retained depth {grid_weak[1]:.3f} nm")
print(f"Reflecting surface: retained fraction {mirror[0]:.4f}")
print(f"  mean depth, grid {mirror[1]:.3f} nm; histories "
      f"{np.abs(z).mean():.3f} nm")
print(f"Mean-depth bias, surface omitted {surface_bias:.3f} nm")
print(f"Mean-depth bias, reflecting surface {mirror_bias:.3f} nm")
print(f"Mean-depth bias, weak table with escape {grid_weak[1]-grid[1]:.3f} nm")
print(f"Mean-depth bias, weak table and no surface {both_bias:.3f} nm")
print(f"Lindhard-Scharff estimate of k {k_ls:.3f} eV^(1/2)/nm")
for e in (10000.0, 1000.0, 100.0):
    print(f"Universal nuclear stopping at {e:.0f} eV: "
          f"{nuclear_zbl(e):.1f} eV/nm")
print(f"No-surface mean depth with universal stopping {rp_zbl:.2f} nm")
print(f"Neglected path-length straggling estimate {straggling:.2f} nm")
print(f"Exact/small-angle momentum-loss rate {angle_ratio:.3f}")
print(f"Retained fraction for g=0.5: {broad[0]:.4f}; g=0.9: {narrow[0]:.4f}")
print(f"Path left at cutoff {path_length(VC, K_RIGHT):.3f} nm")
print(f"Crystalline [100] channeling angle estimate {psi2:.2f} degrees")
print("tests ok")
```

It prints:

```
Initial energy 10000 eV; cutoff 10 eV
Nuclear stopping 90.0 eV/nm; mass ratio M2/M1 2.5545
k right 0.650, weak 0.585 eV^(1/2)/nm
Electronic stopping at start, right 65.00 eV/nm
Electronic stopping at start, weak 58.50 eV/nm
Mean cosine per collision g 0.80; histories per table 200000
Momentum-loss mean free path at start 86.99 nm
Total path, right table 75.983 nm
No-surface mean depth, right table, integral 39.1620 nm
  same from histories 39.051 +/- 0.050 nm
No-surface mean depth, weak table, integral 39.9171 nm
  same from histories 39.909 +/- 0.052 nm
Stopping-table bias b 0.7551 nm = 1.93 %
  first-order prediction of b 0.7380 nm
One-history spread, weak table 23.202 nm
Crossover N* = sigma^2/b^2 944 histories
N=100: RMS error 2.456 nm, law 2.440 nm
  95% interval coverage 0.918, law 0.938
N=1000: RMS error 1.032 nm, law 1.053 nm
  95% interval coverage 0.835, law 0.823
N=10000: RMS error 0.806 nm, law 0.790 nm
  95% interval coverage 0.150, law 0.098
Escape surface, right table: retained fraction 0.9187
  histories 0.9176 +/- 0.0006
  grid error allowance 0.0002
  mean retained depth 43.636 nm, grid allowance 0.062 nm
  mean retained depth from histories 43.582 nm
Retained from 1e15 cm^-2 dose 9.187e+14 cm^-2
Escape surface, weak table: retained fraction 0.9163
  mean retained depth 44.630 nm
Reflecting surface: retained fraction 1.0000
  mean depth, grid 41.205 nm; histories 41.123 nm
Mean-depth bias, surface omitted -4.474 nm
Mean-depth bias, reflecting surface -2.432 nm
Mean-depth bias, weak table with escape 0.994 nm
Mean-depth bias, weak table and no surface -3.719 nm
Lindhard-Scharff estimate of k 0.650 eV^(1/2)/nm
Universal nuclear stopping at 10000 eV: 79.6 eV/nm
Universal nuclear stopping at 1000 eV: 80.8 eV/nm
Universal nuclear stopping at 100 eV: 41.9 eV/nm
No-surface mean depth with universal stopping 41.07 nm
Neglected path-length straggling estimate 20.99 nm
Exact/small-angle momentum-loss rate 1.185
Retained fraction for g=0.5: 0.9038; g=0.9: 0.9233
Path left at cutoff 0.109 nm
Crystalline [100] channeling angle estimate 4.76 degrees
tests ok
```
